# Ninety-degree Coulomb scattering of identical nuclei with spin

## What symmetry fixes

Two identical nuclei of charge \(Ze\), mass \(m\) and spin \(I\) approach each other with relative speed \(v\). They are treated as bare points, their motion is non-relativistic, and the Coulomb force is the only force. Define

\[
C=\frac{Z^2e^2}{4\pi\varepsilon_0},\qquad \mu=\frac m2,\qquad E=\frac12\mu v^2,\qquad d=\frac CE .
\]

Here \(E\) is the energy of relative motion and \(d\) is the closest approach in a head-on collision. Classically \(d\) is the one length available, so an intensity per unit solid angle must be \(d^2\) times a function of angle. Quantum mechanics adds the wave number \(k=\mu v/\hbar\) and hence the pure number

\[
\eta=\frac{C}{\hbar v},\qquad d=\frac{2C}{\mu v^2}=\frac{2\eta}{k}.
\]

Exchanging the nuclei reverses their separation vector. A scattering angle \(\theta\) in the centre-of-mass frame therefore becomes \(\pi-\theta\), and \(90^\circ\) is carried into itself. There the direct and exchanged amplitudes are the same number \(f\), whatever \(\eta\) may be.

Let \(P\) swap the two spin states, and let \(\varepsilon=(-1)^{2I}\) be the sign required under complete exchange. The amplitude at \(90^\circ\) is then \(f(1+\varepsilon P)\). Since \(P^2=1\), we have \((1+\varepsilon P)^2=2(1+\varepsilon P)\), and the intensity has the form

\[
2|f|^2\left(1+\varepsilon\langle P\rangle\right).
\]

For unpolarized, uncorrelated spins, \(\langle P\rangle\) is the chance that both nuclei occupy the same one of \(2I+1\) states. This gives \(\langle P\rangle=1/(2I+1)\). It remains to derive the amplitude, fix its normalization and show that \(|f|^2\) is the classical intensity. The result will be

\[
\boxed{\sigma(90^\circ)=\sigma_{\rm sum}(90^\circ)
\left[1+\frac{(-1)^{2I}}{2I+1}\right]}
\]

Here \(\sigma\) means the differential cross section, and \(\sigma_{\rm sum}\) is the classical intensity of projectile plus recoil. The detector accepts either nucleus and does not measure spin.

## The classical intensity

Let \(b\) be the impact parameter. Measure the polar angle \(\varphi\) of the separation vector from the symmetry axis of the orbit. Angular momentum conservation gives \(r^2|\dot\varphi|=vb\).

The final and initial relative momenta both have magnitude \(\mu v\) and differ in direction by \(\theta\). Their difference has magnitude \(2\mu v\sin(\theta/2)\) and lies along the symmetry axis. It equals the impulse of the force component on that axis:

\[
2\mu v\sin\frac\theta2
=\int\frac C{r^2}\cos\varphi\,dt
=\frac C{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{2C}{vb}\cos\frac\theta2 .
\]

The second equality uses \(dt/r^2=d\varphi/(vb)\), with \(\varphi\) taken in the direction of motion. Since \(C/(\mu v^2)=d/2\),

\[
b=\frac d2\cot\frac\theta2,\qquad
\left|\frac{db}{d\theta}\right|=\frac d{4\sin^2(\theta/2)} .
\]

Particles crossing the ring \(2\pi b\,|db|\) enter the solid angle \(2\pi\sin\theta\,|d\theta|\). Hence

\[
\sigma_R(\theta)=\frac b{\sin\theta}\left|\frac{db}{d\theta}\right|
=\frac d{4\sin^2(\theta/2)}\,\frac d{4\sin^2(\theta/2)}
=\frac{d^2}{16\sin^4(\theta/2)} .
\]

When the projectile leaves at \(\theta\), the recoil leaves at \(\pi-\theta\). A detector that accepts both therefore records

\[
\sigma_{\rm sum}(\theta)=\sigma_R(\theta)+\sigma_R(\pi-\theta).
\]

At \(90^\circ\), \(\sin^4(\theta/2)=1/4\). Each term is \(d^2/4\), and their sum is \(d^2/2\).

## The Coulomb wave

The relative wave function obeys

\[
\left(\nabla^2+k^2-\frac{2\eta k}{r}\right)\psi=0,
\]

because \(2\mu C/\hbar^2=2\eta k\). For a beam along \(z\), put \(\psi=e^{ikz}g(u)\) with \(u=r-z\). The required derivatives are

\[
|\nabla u|^2=\frac{2u}r,\qquad \nabla^2u=\frac2r,\qquad
\frac{\partial u}{\partial z}=-\frac ur .
\]

The term \(-k^2g\) from differentiating \(e^{ikz}\) twice cancels \(+k^2g\). The remaining terms are

\[
\frac{2u}{r}g''+\frac2rg'-\frac{2iku}{r}g'-\frac{2\eta k}{r}g=0.
\]

Multiply by \(r/2\) and set \(t=iku\). Then \(g'=ik\,g_t\) and \(ug''=ik\,t\,g_{tt}\). Division by \(ik\) gives

\[
t\,g_{tt}+(1-t)g_t-a\,g=0,\qquad a=\frac{\eta}{i}=-i\eta .
\]

Its regular solution is the confluent hypergeometric function \(F(a;1;t)\). To obtain its large-distance form, start with \(0<\operatorname{Re}a<1\) and use

\[
F(a;1;t)=\frac1{\Gamma(a)\Gamma(1-a)}
\int_0^1e^{ts}s^{a-1}(1-s)^{-a}\,ds .
\]

Expanding \(e^{ts}\) and doing the beta integrals gives the usual power series, which verifies this formula. Set \(t=i\rho\), where \(\rho=k(r-z)\). At large \(\rho\) the rapid oscillation leaves contributions from the two endpoints:

\[
F\simeq\frac{(-i\rho)^{-a}}{\Gamma(1-a)}
+\frac{e^{i\rho}(i\rho)^{a-1}}{\Gamma(a)} .
\]

To reach \(a=-i\eta\), split the integral at \(s=1/2\) and integrate the lower part by parts once. That part then converges for \(\operatorname{Re}a>-1\), so both endpoint terms continue analytically to the required value. Corrections to the first term also fall as \(1/\rho\), but they lack the factor \(e^{i\rho}\). They distort the incident wave and do not belong to the outgoing one.

Choose the constant \(e^{-\pi\eta/2}\Gamma(1+i\eta)\) in front of \(\psi\). The powers of \(i\) are

\[
(-i\rho)^{i\eta}=e^{\pi\eta/2}\rho^{i\eta},\qquad
(i\rho)^{-1-i\eta}=-i\,e^{\pi\eta/2}\rho^{-1-i\eta}.
\]

With \(\Gamma(-i\eta)=\Gamma(1-i\eta)/(-i\eta)\), the prefactor of the second term contains \((-i)(-i\eta)=-\eta\). Also \(kz+\rho=kr\), so

\[
\psi\simeq e^{i(kz+\eta\ln\rho)}
-\eta\,\frac{\Gamma(1+i\eta)}{\Gamma(1-i\eta)}\,
\frac{e^{ikr}}{\rho^{1+i\eta}} .
\]

Finally use \(\rho=2kr\sin^2(\theta/2)\), and write the ratio of gamma functions as \(e^{2i\sigma_0}\). The outgoing part is \(f(\theta)\,e^{i(kr-\eta\ln2kr)}/r\), where

\[
f(\theta)=-\frac{\eta}{2k\sin^2(\theta/2)}
\exp\left[2i\sigma_0-i\eta\ln\sin^2\frac\theta2\right].
\]

The logarithmic phases do not alter the leading fluxes at large distance. Since \(\eta/(2k)=d/4\), it follows that \(|f|^2=\sigma_R\). This equality of quantum and classical intensities for distinguishable particles comes from the Coulomb force. For another central force the exchange factor below would still multiply \(2|f(90^\circ)|^2\), but that quantity need not be classical.

## Exchange and the counting of particles

A nucleus contains \(A\) nucleons, each a fermion of spin one half. Exchanging two whole nuclei in the same internal state gives the sign \((-1)^A\). Orbital angular momenta are integers, so \(I\) is a half-integer precisely when \(A\) is odd. Thus \((-1)^A=(-1)^{2I}=\varepsilon\).

Let \(\chi\) be the initial spin state of the pair. The state with the correct exchange sign is

\[
\Psi=\frac1{\sqrt2}\left[\psi(\mathbf r)\chi+
\varepsilon\,\psi(-\mathbf r)P\chi\right].
\]

Before the collision the two terms describe separated wave packets. The factor \(1/\sqrt2\) therefore normalizes the state to one pair. In direction \(\theta\) the outgoing amplitude is

\[
\frac1{\sqrt2}A(\theta)\chi,\qquad
A(\theta)=f(\theta)+\varepsilon f(\pi-\theta)P .
\]

The detector fires if the nucleus labelled 1 enters it, or if the nucleus labelled 2 does. These cases correspond to opposite directions of \(\mathbf r\). In the opposite direction the spin matrix is

\[
f(\pi-\theta)+\varepsilon f(\theta)P=\varepsilon P\,A(\theta),
\]

because \(P^2=1\) and \(\varepsilon^2=1\). Multiplication by \(\varepsilon P\) preserves the norm, so each case contributes \(\frac12\|A\chi\|^2\). The count is \(\|A\chi\|^2\), with no remaining factor of one half.

Two definite spin preparations show what this means. If the nuclei occupy orthogonal states \(m_1\ne m_2\), then \(\chi\) and \(P\chi\) are orthogonal. The intensity is \(|f(\theta)|^2+|f(\pi-\theta)|^2\), the classical sum, because the final spins could identify the paths. If both occupy the same state, \(P\chi=\chi\), and the intensity is \(|f(\theta)+\varepsilon f(\pi-\theta)|^2\). At \(90^\circ\) this is twice the classical sum for bosons and zero for fermions.

## The unpolarized average

Write \(n=2I+1\) and \(f'=f(\pi-\theta)\). Unpolarized, uncorrelated nuclei have the spin density matrix \(1/n^2\) times the identity. Because \(P\) is Hermitian and \(P^2=1\),

\[
\sigma=\frac{\operatorname{Tr}(A^\dagger A)}{n^2}
=|f|^2+|f'|^2+
\frac{2\varepsilon\,\operatorname{Tr}P}{n^2}\operatorname{Re}(f^*f') .
\]

In the product basis a diagonal element of \(P\) is one if \(m_1=m_2\) and zero otherwise. There are \(n\) such states, hence \(\operatorname{Tr}P=n\). The common phase \(2\sigma_0\) cancels in \(f^*f'\), leaving

\[
\eta\ln\sin^2\frac\theta2-\eta\ln\cos^2\frac\theta2
=\eta\ln\tan^2\frac\theta2 .
\]

The intensity at a general angle is therefore

\[
\sigma=\sigma_R(\theta)+\sigma_R(\pi-\theta)
+\frac{2(-1)^{2I}}{2I+1}
\sqrt{\sigma_R(\theta)\sigma_R(\pi-\theta)}
\cos\left[\eta\ln\tan^2\frac\theta2\right].
\]

At \(90^\circ\) the logarithm vanishes and the two Rutherford intensities are equal. The last term becomes \(2\sigma_R(-1)^{2I}/(2I+1)\), while the first two give \(2\sigma_R\). Their ratio proves the boxed result.

Counting spin states gives the same answer. There are \(n(n+1)/2=(I+1)(2I+1)\) symmetric states and \(n(n-1)/2=I(2I+1)\) antisymmetric ones. At \(90^\circ\) the space-odd amplitude \(f-f'\) vanishes, and the space-even amplitude is \(2f\). Bosons need symmetric spins with even space states, and fermions need antisymmetric spins:

\[
\begin{aligned}
\text{bosons:}\quad &4|f|^2\frac{I+1}{2I+1}
=2|f|^2\left(1+\frac1{2I+1}\right),\\
\text{fermions:}\quad &4|f|^2\frac I{2I+1}
=2|f|^2\left(1-\frac1{2I+1}\right).
\end{aligned}
\]

The factor is 2 for spin 0 and 1/2 for spin 1/2. It approaches 1 for large \(I\), because two randomly prepared nuclei then seldom share a spin state.

As a numerical test, sums over partial waves were combined with explicit spin-swap matrices and divided by the classical orbit integral. For the seven spins from 0 to 3, at \(\eta=0.7\), \(9.233\) and \(25\), the ratio agreed with the formula to within \(2\times10^{-5}\).

## Fringes and the classical limit

Let \(\delta=\theta-\pi/2\), in radians. The derivative of \(\ln\tan(\theta/2)\) is \(1/\sin\theta\), which is 1 at \(90^\circ\). The second derivative vanishes there. Thus the interference phase near \(90^\circ\) is \(2\eta\delta\), and the local fringe period is

\[
\Delta\theta\simeq\frac\pi\eta .
\]

For a detector accepting \(-w<\delta<w\), neglect the slow variation of the Rutherford terms. The average of the cosine is

\[
\frac1{2w}\int_{-w}^{w}\cos(2\eta\delta)\,d\delta
=\frac{\sin(2\eta w)}{2\eta w}.
\]

At fixed \(w\) this tends to zero as \(\eta\) grows, and the detector sees the classical sum. The value at the single angle \(90^\circ\) does not change. The classical limit is reached by averaging over increasingly fine fringes.

The opposite case is \(\eta|\ln\tan^2(\theta/2)|\ll1\), where the cosine is close to 1. For spin 0 the two amplitudes then add directly:

\[
\sigma\simeq\frac{d^2}{16}
\left[\frac1{\sin^2(\theta/2)}+\frac1{\cos^2(\theta/2)}\right]^2
=\frac{d^2}{\sin^4\theta}.
\]

The last step uses \(\sin^2(\theta/2)\cos^2(\theta/2)=\sin^2\theta/4\). At \(90^\circ\) this gives \(d^2\), twice the classical \(d^2/2\). For small \(\eta\) the enhancement is spread over a broad range of angles.

## Boron on boron at 2 MeV

Take boron-11, with \(Z=5\), \(I=3/2\) and a mass rounded to 11 u. An ion of 2.00 MeV strikes a nucleus at rest. Equal masses give \(E=1.00\) MeV. The relative speed is that of the ion, \(v=\sqrt{2(2.00\ \mathrm{MeV})/m}=5.923\times10^6\) m/s. Then \(\eta=C/(\hbar v)=9.233\) and \(k=\mu v/\hbar=0.5130\ \mathrm{fm^{-1}}\), which yield

\[
d=\frac{2(9.233)}{0.5130}\ \mathrm{fm}=36.00\ \mathrm{fm}.
\]

One Rutherford term is \(d^2/4=324\ \mathrm{fm^2/sr}=3.240\) barn/sr, since one barn is \(100\ \mathrm{fm^2}\). The classical sum is 6.480 barn/sr. With \((-1)^3=-1\) and \(2I+1=4\),

\[
\sigma(90^\circ)=6.480\left(1-\frac14\right)
=4.860\ \mathrm{barn/sr}
=4.860\times10^{-24}\ \mathrm{cm^2/sr}.
\]

In the laboratory the centre of mass moves at \(v/2\), which is also each nucleus's speed in the centre-of-mass frame. Therefore

\[
\tan\theta_L=\frac{\sin\theta}{1+\cos\theta}=\tan\frac\theta2,
\qquad \theta_L=\frac\theta2 .
\]

The solid-angle conversion is

\[
\frac{\sin\theta\,d\theta}{\sin\theta_L\,d\theta_L}
=\frac{2\sin(2\theta_L)}{\sin\theta_L}=4\cos\theta_L .
\]

At \(45^\circ\) this is 2.828, giving 13.75 barn/sr in the laboratory.

The estimate \(\pi/\eta\) gives a fringe spacing of \(19.49^\circ\). Setting the full phase equal to \(2\pi\) gives \(19.13^\circ\) from \(90^\circ\). The minimum of the intensity itself lies nearer, about \(17.8^\circ\) from \(90^\circ\), because the fringes sit on a rising Rutherford background. A slit extending \(1^\circ\) to either side of \(45^\circ\) in the laboratory covers \(2^\circ\) to either side of \(90^\circ\) in the centre-of-mass frame. Thus \(w=0.0349\), \(2\eta w=0.645\), and the cosine averages to about 0.932. The expected factor is \(1-0.932/4=0.767\), in agreement with the full angular integral.

For a 20 nm layer of density \(1.3\times10^{23}\ \mathrm{cm^{-3}}\), an azimuthal slit width of \(2^\circ\) and \(10^{13}\) ions, the model gives about 32,000 counts. The classical sum would give about 41,000 with the same settings.

## The real layer

The layer density and stopping power used here are rough typical values. The layer was assumed to hold a single isotope, and encounters between different isotopes have no exchange term. If roughly a fifth of the atoms are another isotope, and their summed intensity is taken to be the same, the factor rises from 0.75 to 0.80. For boron-10 the summed intensity at \(45^\circ\) in the laboratory is in fact about 5% higher, which leaves the factor at 0.80 relative to the classical sum of the mixture.

A stopping power of about 1000 eV/nm raises the layer-averaged intensity by about 1%, because \(\sigma_R\propto E^{-2}\). Electron screening, estimated from classical orbits in the universal ZBL potential, lowers the intensity by about 0.27%. Other screening models and ion charge states give between about 0.18% and 0.29%. Vacuum polarization changes the potential energy by about 0.16% at the closest approach of the \(90^\circ\) orbit. The force changes by more, and classical orbits in the corrected potential raise the intensity at \(90^\circ\) by about 0.38%, which is larger than the screening effect and of opposite sign. The relativistic parameter \((v/c)^2\) is \(3.9\times10^{-4}\). Atomic motion at 300 K blurs the laboratory angle by about \(0.007^\circ\) and the centre-of-mass angle by about twice that, far less than the fringe spacing. Multiple small-angle scattering in the layer is the larger blur. A rough estimate for ions passing through 20 nm gives about \(0.2^\circ\) in the laboratory, which moves the slit factor from 0.767 to about 0.771.

Forces that depend on nuclear spin could alter the exchange factor itself. Dimensional estimates with rough quadrupole and magnetic moments give phases of about \(10^{-3}\) and \(3\times10^{-4}\) rad. Numerical factors from the orbit and the spin orientation can raise the first to the order of \(10^{-2}\) rad, counted as a phase difference between spin states, and the second to about \(10^{-3}\) rad. These couplings have zero trace over the spin states, so the phases enter the unpolarized factor only at second order; counting phases alone, the shift is of order \(10^{-5}\). The exponential factor for head-on tunnelling to a contact distance of 5.3 fm is about \(7\times10^{-14}\), and about eight times larger for 6.2 fm, so short-range nuclear forces are neglected at this energy.

Real ions also carry electrons, which might seem to label the nuclei. The electrons respond to the positions of the charges. In both the direct and exchanged histories, one charge \(5e\) arrives, one is at rest, and afterwards equal charges leave in the same two directions. At corresponding moments the charge positions in the two histories differ by less than the closest approach, about 43 fm. This is 0.4% of the inner-shell radius estimate \(a_0/Z\), where \(a_0\) is the Bohr radius. To leading order in that ratio the electrons do not record which nucleus went where. This is a size estimate, not a calculation of the electronic states.

The numerical output follows.

## Values computed for the example and the checks

```
Ratio at 90 deg, partial waves / classical orbit sum:
  I = 0.0: computed 2.00000, formula 2.00000
  I = 0.5: computed 0.50000, formula 0.50000
  I = 1.0: computed 1.33333, formula 1.33333
  I = 1.5: computed 0.75000, formula 0.75000
  I = 2.0: computed 1.20000, formula 1.20000
  I = 2.5: computed 0.83333, formula 0.83333
  I = 3.0: computed 1.14286, formula 1.14286
Example: Z = 5, mass = 11 u, I = 1.5
Laboratory energy = 2.00 MeV
Centre-of-mass energy = 1.00 MeV
Speed = 5.9233e+06 m/s
eta = 9.233 (no unit)
Wave number k = 0.5130 1/fm
Head-on closest approach d = 36.00 fm
Closest approach of the 90 deg orbit = 43.45 fm
Impact parameter of the 90 deg orbit = 18.00 fm
Rutherford intensity, one nucleus = 3.240 barn/sr
Summed classical intensity = 6.480 barn/sr
Identical-nuclei intensity = 4.860 barn/sr
  the same = 4.860e-24 cm2/sr
Laboratory angle = 45.0 deg
Laboratory / centre-of-mass intensity = 2.8284
Laboratory intensity = 13.745 barn/sr
Fringe spacing from 90 deg, exact phase = 19.13 deg
Fringe spacing, pi/eta = 19.49 deg
Slit half-width, laboratory = 1.0 deg
Slit azimuth width = 2.0 deg
Layer thickness = 20 nm
Layer density (rough) = 1.3e+23 1/cm3
Incident ions = 1e+13
Slit counts, identical nuclei = 31528
Slit counts, classical sum = 41097
Neglected effects:
  factor averaged over slit = 0.7672
  other-isotope fraction (rough) = 0.2
  factor with that isotope mixture = 0.800
  stopping power (rough) = 1000 eV/nm
  intensity change by energy loss = 1.01 %
  screening length = 16179 fm
  intensity change by screening = -0.267 %
  vacuum polarization / Coulomb energy = 0.158 %
  (v/c)^2 = 3.90e-04
  temperature = 300 K, phonon = 0.1 eV
  angle blur by atomic motion = 0.0065 deg
  quadrupole phase (rough 4 fm2) = 9.8e-04 rad
  magnetic phase (rough 3 magnetons) = 2.6e-04 rad
  nuclear contact distance (rough) = 5.34 fm
  tunnelling probability to contact = 7.0e-14
  inner-shell radius a0/Z = 10584 fm
  90 deg closest approach / that radius = 0.0041
```
